# Why density and potential mixing need adjoint dielectric preconditioners: test program

```python
"""
Result under test: at a self-consistent point the density residual F(V[n]) - n
has Jacobian -(1 - chi0 K), and the potential residual V[F(V)] - V has Jacobian
-(1 - K chi0), its adjoint. The ideal preconditioners are the two inverses.
They coincide for Kerker's uniform model, not for position-dependent models.

F     : potential -> density at fixed electron number
chi0  : dF/dV, independent-particle response at fixed electron number
K     : dV/dn, Hartree (and, in one system, Dirac exchange) kernel
D(z)  : local density of states at the Fermi level
Systems are homogeneous in the xy plane and periodic along z.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit

M = 81                 # grid points; odd, so no unpaired Fourier component
CELL = 40.0            # period along z, bohr
KT = 0.01              # electronic temperature, hartree
h = CELL / M
z = (np.arange(M) - M // 2) * h
G = 2 * np.pi * np.fft.fftfreq(M, h)
ONE = np.eye(M)
NEUTRAL = ONE - np.ones((M, M)) / M     # projector removing the mean


def fourier_operator(symbol):
    columns = np.fft.fft(ONE, axis=0)
    return np.real(np.fft.ifft(symbol[:, None] * columns, axis=0))


coulomb_symbol = np.zeros(M)
coulomb_symbol[1:] = 4 * np.pi / G[1:] ** 2
COULOMB = fourier_operator(coulomb_symbol)
MINUS_LAPLACIAN = fourier_operator(G ** 2)
GRADIENT = fourier_operator(1j * G)


class LayeredElectrons:
    def __init__(self, background, v_ext, exchange):
        self.background = background
        self.v_ext = v_ext
        self.exchange = exchange
        self.number = h * background.sum()      # electrons per area

    def potential(self, n):
        v = self.v_ext + COULOMB @ (n - self.background)
        if self.exchange:
            v = v - np.cbrt(3 * n / np.pi)
        return v

    def kernel(self, n):
        if not self.exchange:
            return COULOMB
        return COULOMB - np.diag(np.cbrt(3 / np.pi) / (3 * np.cbrt(n) ** 2))

    def states(self, v):
        e, c = np.linalg.eigh(MINUS_LAPLACIAN / 2 + np.diag(v))

        def excess(mu):
            filling = KT / np.pi * np.logaddexp(0, (mu - e) / KT)
            return filling.sum() - self.number

        mu = brentq(excess, e[0] - 1, e[0] + np.pi * self.number + 1,
                    xtol=1e-15, rtol=1e-15, maxiter=500)
        return e, c, mu

    def density(self, v):
        e, c, mu = self.states(v)
        filling = KT / np.pi * np.logaddexp(0, (mu - e) / KT)
        return (c ** 2) @ filling / h

    def local_dos(self, v):
        e, c, mu = self.states(v)
        return (c ** 2) @ expit((mu - e) / KT) / (np.pi * h)

    def chi0(self, v):
        e, c, mu = self.states(v)
        filling = KT / np.pi * np.logaddexp(0, (mu - e) / KT)
        gap = e[:, None] - e[None, :]
        middle = (e[:, None] + e[None, :]) / 2
        close = np.abs(gap) < 1e-6
        slope = -expit((mu - middle) / KT) / np.pi
        quotient = ((filling[:, None] - filling[None, :])
                    / np.where(close, 1.0, gap))
        weight = np.where(close, slope, quotient)
        pairs = (c[:, :, None] * c[:, None, :]).reshape(M, M * M)
        response = (pairs * weight.ravel()) @ pairs.T / h
        dos = (c ** 2) @ expit((mu - e) / KT) / (np.pi * h)
        return response + np.outer(dos, dos) / dos.sum()

    def density_residual(self, n):
        return self.density(self.potential(n)) - n

    def potential_residual(self, v):
        return self.potential(self.density(v)) - v

    def self_consistent_density(self):
        n = self.background.copy()
        r = self.density_residual(n)
        for _ in range(60):
            if np.max(np.abs(r)) < 1e-14:
                break
            jac = ONE - self.chi0(self.potential(n)) @ self.kernel(n)
            step = np.linalg.solve(jac, r)
            t = 1.0
            while t > 1e-4:
                trial = n + t * step
                r_trial = self.density_residual(trial)
                if np.linalg.norm(r_trial) < np.linalg.norm(r):
                    break
                t /= 2
            else:
                break       # no further decrease: rounding level reached
            n, r = trial, r_trial
        assert np.max(np.abs(r)) < 1e-12
        return n


def numerical_jacobian(function, x, step):
    columns = [(function(x + step * u) - function(x - step * u)) / (2 * step)
               for u in ONE]
    return np.array(columns).T


def relative_difference(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


def relative_commutator(a, b):
    return np.linalg.norm(a @ b - b @ a) / np.linalg.norm(a @ b)


def spectral_radius(a):
    return np.max(np.abs(np.linalg.eigvals(a)))


def iterate(residual, x, preconditioner, steps, limit):
    r = residual(x)
    path, sizes = [x], [np.max(np.abs(r))]
    for _ in range(steps):
        x = x + preconditioner @ r
        r = residual(x)
        path.append(x)
        sizes.append(np.max(np.abs(r)))
        if sizes[-1] > limit:
            break
    return path, sizes


# Two systems: a confined slab (Hartree) and a modulated gas (with exchange).
N_SLAB, WIDTH, EDGE, BARRIER = 0.01, 20.0, 1.0, 0.4
profile = (np.tanh((z + WIDTH / 2) / EDGE)
           - np.tanh((z - WIDTH / 2) / EDGE)) / 2
slab = LayeredElectrons(N_SLAB * profile, BARRIER * (1 - profile), False)
N_GAS, MODULATION = 0.02, 0.8
gas = LayeredElectrons(
    N_GAS * (1 + MODULATION * np.cos(2 * np.pi * z / CELL)),
    np.zeros(M), True)

print("period along z: %.1f bohr; grid points: %d" % (CELL, M))
print("electronic temperature kT: %.3f Ha" % KT)
print("slab background density: %.3f bohr^-3" % N_SLAB)
print("slab width: %.1f bohr; edge parameter: %.1f bohr" % (WIDTH, EDGE))
print("slab confining barrier: %.2f Ha" % BARRIER)
print("gas mean density: %.3f bohr^-3; modulation: %.1f"
      % (N_GAS, MODULATION))

# Jacobians of the true nonlinear maps against the response formulas.
solutions = {}
for name, system in (("slab", slab), ("gas", gas)):
    n0 = system.self_consistent_density()
    v0 = system.potential(n0)
    chi, kern = system.chi0(v0), system.kernel(n0)
    jac_n = -numerical_jacobian(system.density_residual, n0, 1e-6)
    jac_v = -numerical_jacobian(system.potential_residual, v0, 1e-4)
    err_n = relative_difference(jac_n, ONE - chi @ kern)
    err_v = relative_difference(jac_v, ONE - kern @ chi)
    err_adjoint = relative_difference(jac_v, jac_n.T)
    apart = np.linalg.norm(jac_v - jac_n) / np.linalg.norm(jac_n)
    assert err_n < 1e-5 and err_v < 1e-5 and err_adjoint < 1e-5
    assert apart > 1e-2
    print("%s: density Jacobian vs 1-chi0 K, rel. error: %.1e"
          % (name, err_n))
    print("%s: potential Jacobian vs 1-K chi0, rel. error: %.1e"
          % (name, err_v))
    print("%s: potential Jacobian vs adjoint, rel. error: %.1e"
          % (name, err_adjoint))
    print("%s: rel. distance between the two Jacobians: %.3f"
          % (name, apart))
    solutions[name] = (n0, v0, chi)

n0, v0, chi = solutions["slab"]
J_n, J_v = ONE - chi @ COULOMB, ONE - COULOMB @ chi
exact_n, exact_v = np.linalg.inv(J_n), np.linalg.inv(J_v)
largest = np.max(np.linalg.eigvals(J_n).real)
print("slab: largest eigenvalue of 1-chi0 K: %.2f" % largest)
print("slab: upper limit of plain mixing factor: %.4f" % (2 / largest))

# One step of the true map from a small sloshing error.
slosh = np.sin(2 * np.pi * z / CELL)
cases = (("density", slab.density_residual, n0, 1e-8, exact_n, exact_v),
         ("potential", slab.potential_residual, v0, 1e-6, exact_v, exact_n))
for label, residual, x0, size, right, swapped in cases:
    start = x0 + size * slosh
    r = residual(start)
    left = [np.linalg.norm(start + p @ r - x0)
            / np.linalg.norm(size * slosh) for p in (right, swapped)]
    assert left[0] < 1e-2 and left[1] > 0.1
    print("%s error left after one step, correct: %.1e" % (label, left[0]))
    print("%s error left after one step, swapped: %.3f" % (label, left[1]))

# Kerker's uniform model: one operator serves both schemes.
k_fermi = np.cbrt(3 * np.pi ** 2 * N_SLAB)
D0 = k_fermi / np.pi ** 2
chi_kerker = -D0 * NEUTRAL
kerker = np.linalg.inv(ONE - chi_kerker @ COULOMB)
kerker_v = np.linalg.inv(ONE - COULOMB @ chi_kerker)
symbol = np.ones(M)
symbol[1:] = G[1:] ** 2 / (G[1:] ** 2 + 4 * np.pi * D0)
assert np.allclose(kerker, kerker_v, atol=1e-10)
assert np.allclose(kerker, fourier_operator(symbol), atol=1e-10)
print("bulk Fermi wavevector: %.4f bohr^-1" % k_fermi)
print("bulk density of states D0: %.5f Ha^-1 bohr^-3" % D0)
print("Thomas-Fermi wavevector: %.4f bohr^-1" % np.sqrt(4 * np.pi * D0))
print("smallest nonzero G: %.4f bohr^-1" % G[1])
print("Kerker factor at smallest G: %.4f" % symbol[1])

# Position-dependent local density-of-states model, charge conserving.
D = slab.local_dos(v0)
chi_local = -np.diag(D) + np.outer(D, D) / D.sum()
local_n = np.linalg.inv(ONE - chi_local @ COULOMB)
local_v = np.linalg.inv(ONE - COULOMB @ chi_local)
screened = np.linalg.inv(MINUS_LAPLACIAN + 4 * np.pi * np.diag(D))
assert np.allclose(local_n @ NEUTRAL,
                   MINUS_LAPLACIAN @ screened @ NEUTRAL, atol=1e-7)
assert np.allclose(local_v @ NEUTRAL,
                   NEUTRAL @ screened @ MINUS_LAPLACIAN, atol=1e-7)
print("slab D at centre: %.5f Ha^-1 bohr^-3" % D[M // 2])
print("slab D in mid-vacuum: %.1e Ha^-1 bohr^-3" % D[0])

# One Fourier element of the commutator, from operators and from coefficients.
q = G[1]
wave1, wave2 = np.exp(1j * q * z), np.exp(2j * q * z)
commutator = chi_local @ COULOMB - COULOMB @ chi_local
element = np.vdot(wave2, commutator @ wave1) / M
D_q = np.mean(D * np.exp(-1j * q * z))
D_2q = np.mean(D * np.exp(-2j * q * z))
predicted = ((-D_q + D_2q * np.conj(D_q) / D.mean())
             * (4 * np.pi / q ** 2 - 4 * np.pi / (2 * q) ** 2))
assert abs(element - predicted) < 1e-8 and abs(element) > 1e-3

# Position-dependent dielectric model chi0 = div alpha grad.
ALPHA = 0.2
chi_alpha = GRADIENT @ np.diag(ALPHA * profile) @ GRADIENT
chi_alpha_uniform = ALPHA * GRADIENT @ GRADIENT
uniform_inverse = np.linalg.inv(ONE - chi_alpha_uniform @ COULOMB)
assert np.allclose(uniform_inverse @ NEUTRAL,
                   NEUTRAL / (1 + 4 * np.pi * ALPHA), atol=1e-9)
comm = [relative_commutator(c, COULOMB) for c in
        (chi_kerker, chi_local, chi_alpha_uniform, chi_alpha)]
assert comm[0] < 1e-10 and comm[2] < 1e-10
assert comm[1] > 1e-2 and comm[3] > 1e-2
print("dielectric model alpha inside slab: %.2f" % ALPHA)
print("rel. commutator with v, Kerker: %.1e" % comm[0])
print("rel. commutator with v, local D(z): %.3f" % comm[1])
print("rel. commutator with v, uniform alpha: %.1e" % comm[2])
print("rel. commutator with v, alpha(z): %.3f" % comm[3])

# Linear convergence factors with the true slab response.
kerker_radius = spectral_radius(ONE - kerker @ J_n)
assert abs(kerker_radius - spectral_radius(ONE - kerker @ J_v)) < 1e-6
swapped_eigenvalues = np.linalg.eigvals(local_v @ J_n)
print("spectral radius, Kerker, either scheme: %.3f" % kerker_radius)
print("spectral radius, local D, density, correct: %.3f"
      % spectral_radius(ONE - local_n @ J_n))
print("spectral radius, local D, potential, correct: %.3f"
      % spectral_radius(ONE - local_v @ J_v))
print("spectral radius, local D, density, swapped: %.3f"
      % spectral_radius(ONE - local_v @ J_n))
print("spectral radius, local D, potential, swapped: %.3f"
      % spectral_radius(ONE - local_n @ J_v))
print("smallest real part of swapped P J eigenvalues: %.3f"
      % swapped_eigenvalues.real.min())

# Full nonlinear iterations from the background density, undamped.
STEPS = 10
n_start = slab.background.copy()
v_start = slab.potential(n_start)
path_n, size_n = iterate(slab.density_residual, n_start, local_n, STEPS, 1.0)
path_v, size_v = iterate(slab.potential_residual, v_start, local_v,
                         STEPS, 1e3)
assert len(path_n) == len(path_v)
mismatch = max(np.max(np.abs(slab.potential(a) - b))
               for a, b in zip(path_n, path_v))
assert mismatch < 1e-7
print("initial max density residual: %.2e bohr^-3" % size_n[0])
print("local D, correct: after %d steps %.2e bohr^-3"
      % (len(size_n) - 1, size_n[-1]))
_, size_swapped = iterate(slab.density_residual, n_start, local_v, STEPS, 1.0)
print("local D, swapped: after %d steps %.2e bohr^-3"
      % (len(size_swapped) - 1, size_swapped[-1]))
_, size_kerker = iterate(slab.density_residual, n_start, kerker, STEPS, 1.0)
print("Kerker: after %d steps %.2e bohr^-3"
      % (len(size_kerker) - 1, size_kerker[-1]))
print("initial max potential residual: %.2e Ha" % size_v[0])
print("potential, local D, correct: after %d steps %.2e Ha"
      % (len(size_v) - 1, size_v[-1]))
print("max mismatch of the two matched trajectories: %.1e Ha" % mismatch)
print("verified")
```

Running it gives:

```
period along z: 40.0 bohr; grid points: 81
electronic temperature kT: 0.010 Ha
slab background density: 0.010 bohr^-3
slab width: 20.0 bohr; edge parameter: 1.0 bohr
slab confining barrier: 0.40 Ha
gas mean density: 0.020 bohr^-3; modulation: 0.8
slab: density Jacobian vs 1-chi0 K, rel. error: 1.2e-09
slab: potential Jacobian vs 1-K chi0, rel. error: 1.4e-09
slab: potential Jacobian vs adjoint, rel. error: 1.6e-09
slab: rel. distance between the two Jacobians: 0.704
gas: density Jacobian vs 1-chi0 K, rel. error: 1.8e-09
gas: potential Jacobian vs 1-K chi0, rel. error: 1.1e-09
gas: potential Jacobian vs adjoint, rel. error: 2.8e-09
gas: rel. distance between the two Jacobians: 0.167
slab: largest eigenvalue of 1-chi0 K: 22.91
slab: upper limit of plain mixing factor: 0.0873
density error left after one step, correct: 1.0e-04
density error left after one step, swapped: 12.142
potential error left after one step, correct: 2.0e-06
potential error left after one step, swapped: 11.032
bulk Fermi wavevector: 0.6665 bohr^-1
bulk density of states D0: 0.06753 Ha^-1 bohr^-3
Thomas-Fermi wavevector: 0.9212 bohr^-1
smallest nonzero G: 0.1571 bohr^-1
Kerker factor at smallest G: 0.0283
slab D at centre: 0.06617 Ha^-1 bohr^-3
slab D in mid-vacuum: 5.9e-06 Ha^-1 bohr^-3
dielectric model alpha inside slab: 0.20
rel. commutator with v, Kerker: 3.2e-16
rel. commutator with v, local D(z): 0.756
rel. commutator with v, uniform alpha: 3.9e-14
rel. commutator with v, alpha(z): 0.344
spectral radius, Kerker, either scheme: 0.954
spectral radius, local D, density, correct: 0.203
spectral radius, local D, potential, correct: 0.203
spectral radius, local D, density, swapped: 4.537
spectral radius, local D, potential, swapped: 4.537
smallest real part of swapped P J eigenvalues: -3.537
initial max density residual: 3.90e-03 bohr^-3
local D, correct: after 10 steps 4.54e-10 bohr^-3
local D, swapped: after 10 steps 1.46e-02 bohr^-3
Kerker: after 10 steps 7.68e-05 bohr^-3
initial max potential residual: 3.73e-01 Ha
potential, local D, correct: after 10 steps 6.14e-09 Ha
max mismatch of the two matched trajectories: 5.1e-15 Ha
verified
```
